# Restricted Magnetic Balance and the Diamagnetic Shielding Term in Finite Bases: verification in Python

```python
# Magnetic balance and the diamagnetic NMR shielding in a finite Dirac basis.
# Atomic units, pi = p + b*A + u*N, A = (z x r)/2, N = (z x r)/r^3, b = B/c, u = mu/c.
# s = d2E/(db du); shielding sigma = alpha^2 * Z * s, with lengths in a0/Z and c = 1/(Z alpha).
# Small functions: RKB sigma.p chi ; RMB sigma.(p + b A) chi.
# Claims: for c -> infinity RKB gives Re<sigma.N psi|P|sigma.A psi> (P = projector on
# span sigma.p chi), RMB gives <N.A> = <1/r>/3 in any large basis; s-Gaussian RKB gives
# 2/3 of it; a fixed space {sigma.p chi, sigma.A chi} also works; exact 1s Dirac value
# s = -(4/9)(1/2+2/g-3/(2g-1)) + 2(g+2)/(27(1+g)), g = sqrt(1-1/c^2).
import numpy as np
from math import gamma as Gam, sqrt, sin, cos, radians
from scipy.linalg import eigh, solve
from scipy.constants import fine_structure as alpha
from pyscf import gto, scf, dft
scf.hf.MUTE_CHKFILE = True

sg = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
      np.array([[1, 0], [0, -1]], complex)]
def spin(M):   # M[i,mu,j,nu] -> sum_ij sigma_i sigma_j (x) M_ij
    return sum(np.kron(sg[i] @ sg[j], M[i, :, j, :]) for i in range(3) for j in range(3))
dag = lambda M: M.conj().T

# ---------- one electron in -1/r : matrices by quadrature ----------
h = 0.1
rad = np.exp(np.arange(np.log(1e-11), np.log(60.0), h))
ct, wt = np.polynomial.legendre.leggauss(5)
ph = 2*np.pi*(np.arange(8) + 0.3)/8
st = np.sqrt(1 - ct**2)
ang = np.array([[st[i]*cos(p), st[i]*sin(p), ct[i]] for i in range(5) for p in ph])
wang = np.repeat(wt, 8)*2*np.pi/8
R = (rad[:, None, None]*ang[None]).reshape(-1, 3)
w = (h*rad[:, None]**3*wang[None]).ravel()
r = np.linalg.norm(R, axis=1)
x, y, z = R.T
ns, nd, a0, beta = 28, 14, 0.02, 2.2
ex = a0*beta**np.arange(ns)
one, zero = np.ones_like(x), np.zeros_like(x)
s_poly = [(one, np.stack([zero, zero, zero], 1))]
d_poly = [(2*z*z - x*x - y*y, np.stack([-2*x, -2*y, 4*z], 1)),
          (x*z, np.stack([z, zero, x], 1)), (y*z, np.stack([zero, z, y], 1))]
vals, grads = [], []
for polys, exps in ((s_poly, ex), (d_poly, ex[:nd])):
    for a in exps:
        t = a*r*r
        e = np.where(t < 200, np.exp(-np.minimum(t, 200)), 0.0)
        for f, df in polys:
            nrm = 1/np.sqrt(np.sum(w*(f*e)**2))
            vals.append(nrm*f*e)
            grads.append(nrm*(df - 2*a*R*f[:, None])*e[:, None])
chi = np.stack(vals, 1)
G = np.ascontiguousarray(np.stack(grads, 2))
n = chi.shape[1]
zxr = np.stack([-y, x, zero], 1)
Ac = 0.5*zxr[:, :, None]*chi[:, None, :]
Nc = (zxr/r[:, None]**3)[:, :, None]*chi[:, None, :]
def sig(X, Y, ww):
    M = X.reshape(len(ww), -1).T @ (Y*ww[:, None, None]).reshape(len(ww), -1)
    return spin(M.reshape(3, n, 3, n))
wV = -w/r
I2 = np.eye(2)
full = dict(S=np.kron(I2, chi.T @ (chi*w[:, None])) + 0j, V=np.kron(I2, chi.T @ (chi*wV[:, None])) + 0j,
            PP=sig(G, G, w), PVP=sig(G, G, wV), PA=1j*sig(G, Ac, w), PVA=1j*sig(G, Ac, wV),
            AA=sig(Ac, Ac, w), AVA=sig(Ac, Ac, wV), PN=1j*sig(G, Nc, w), NA=sig(Nc, Ac, w))
ea, eb = np.meshgrid(ex, ex)
S_an = (2*np.sqrt(ea*eb)/(ea + eb))**1.5
assert np.abs(full['S'][:ns, :ns] - S_an).max() < 1e-10
assert np.abs((full['PP'][:ns, :ns] - 6*ea*eb/(ea + eb)*S_an)/np.sqrt(ea*eb)).max() < 1e-9

def sub(s_list, d_list):
    i = list(s_list) + [ns + 3*k + j for k in d_list for j in range(3)]
    i = np.array(i + [n + k for k in i])
    return {k: v[np.ix_(i, i)] for k, v in full.items()}
def four(LL, LS, SS):
    return np.block([[LL, LS], [dag(LS), SS]])

def analytic(M, c, eta):   # eta = 0 RKB, eta = 1 RMB; response formula
    D = np.diag(1/np.sqrt(np.diag(M['PP']).real))
    O = np.zeros_like(M['S'])
    PA, AP = M['PA'], dag(M['PA'])
    H0 = four(M['V'], c*M['PP'] @ D, D @ (M['PVP'] - 2*c*c*M['PP']) @ D)
    S0 = four(M['S'], O, D @ M['PP'] @ D)
    H10 = four(O, c*(AP + eta*PA) @ D,
               eta*D @ (M['PVA'] + dag(M['PVA']) - 2*c*c*(PA + AP)) @ D)
    S10 = four(O, O, eta*D @ (PA + AP) @ D)
    H01 = four(O, c*dag(M['PN']) @ D, O)
    H11 = four(O, eta*c*M['NA'] @ D, O)
    E, C = eigh(H0, S0)
    m = int(np.sum(E < -c*c))
    assert m == len(O)
    g = C[:, m:m + 2]
    E0 = E[m:m + 2].mean()
    num = np.einsum('ik,ki->k', dag(g) @ H01 @ C, dag(C) @ (H10 - E0*S10) @ g).real
    out = dict(E=E0, expl=np.trace(dag(g) @ H11 @ g).real/2,
               neg=np.sum(num[:m]/(E0 - E[:m])), pos=np.sum(num[m + 2:]/(E0 - E[m + 2:])),
               met=-np.trace((dag(g) @ H01 @ g) @ (dag(g) @ S10 @ g)).real/2)
    out['tot'] = out['expl'] + out['neg'] + out['pos'] + out['met']
    return out

def finite_field(M, c, kind):   # diagonalize at finite b, take dE/du, differentiate in b
    D = np.diag(1/np.sqrt(np.diag(M['PP']).real))
    DA = np.diag(1/np.sqrt(np.diag(M['AA']).real))
    O = np.zeros_like(M['S'])
    def dEdu(b):
        X, Y = {'RKB': (D, 0*D), 'RMB': (D, b*D),
                'union': (np.hstack([D, 0*D]), np.hstack([0*D, DA]))}[kind]
        gram = lambda pp, pa, aa: X.T @ pp @ X + X.T @ pa @ Y + Y.T @ dag(pa) @ X + Y.T @ aa @ Y
        Sss = gram(M['PP'], M['PA'], M['AA'])
        LS = c*((M['PP'] + b*dag(M['PA'])) @ X + (M['PA'] + b*M['AA']) @ Y)
        H = four(M['V'], LS, gram(M['PVP'], M['PVA'], M['AVA']) - 2*c*c*Sss)
        Hu = four(O, c*(dag(M['PN']) @ X + M['NA'] @ Y), 0*Sss)
        E, C = eigh(H, four(M['S'], 0*LS, Sss))
        m = int(np.sum(E < -c*c))
        g = C[:, m:m + 2]
        return np.trace(dag(g) @ Hu @ g).real/2
    d = lambda b: (dEdu(b) - dEdu(-b))/(2*b)
    return (4*d(0.01) - d(0.02))/3

def nonrel(M):   # Lamb <1/r>/3, projected mixed term, projected/full B^2 term
    E, C = eigh(M['PP']/2 + M['V'], M['S'])
    g = C[:, :2]
    dv = 1/np.sqrt(np.diag(M['PP']).real)
    pa, pn = dv[:, None]*(M['PA'] @ g), dv[:, None]*(M['PN'] @ g)
    q = solve(dv[:, None]*M['PP']*dv[None], pa)
    return (-np.trace(dag(g) @ M['V'] @ g).real/6, np.trace(dag(pn) @ q).real/2,
            np.trace(dag(pa) @ q).real/np.trace(dag(g) @ M['AA'] @ g).real)

def radial_exact(c):   # terminating series r^(g+k) e^-r for the radial response
    g = sqrt(1 - 1/c**2)
    rho, E0 = -sqrt((1 - g)/(1 + g)), c*c*(g - 1)
    mom = lambda k: Gam(2*g + 1 + k)/Gam(2*g + 1)/2.0**k
    Mm = lambda p, k: np.array([[-1, c*(k - p)], [c*(p + k), -1]])
    Nm = np.array([[-E0, c], [-c, -(2*c*c + E0)]])
    psi, swp, nr = np.array([1, rho]), np.array([rho, 1]), 1 + rho*rho
    v1 = solve(Mm(g + 1, -1), c*rho*mom(1)/nr*psi)
    assert np.abs(Nm @ v1 + c/2*swp).max() < 1e-9*c
    t = -(psi @ v1)*mom(1)/nr
    sm1 = 2*(4/9)*c/nr*(2*rho*t*mom(-2) + (swp @ v1)*mom(-1))
    vm = solve(Mm(g - 1, 2), -c*swp)
    v0 = solve(Mm(g, 2), -Nm @ vm)
    assert np.abs(Nm @ v0).max() < 1e-9*c*c
    s2 = 2*(2/9)*c/nr*0.5*((swp @ vm) + (swp @ v0)*mom(1))
    return g, E0, sm1, s2
for Z in (1, 20, 40, 70):
    g, _, sm1, s2 = radial_exact(1/(Z*alpha))
    assert abs(sm1 + 4/9*(0.5 + 2/g - 3/(2*g - 1))) < 1e-9
    assert abs(s2 - 2*(g + 2)/(27*(1 + g))) < 1e-9

print(f"alpha^2 = r_e/a0 = {alpha**2*1e6:.4f} ppm, 1/alpha = {1/alpha:.4f}")
print(f"basis: exponents {a0}*{beta}^k Z^2/a0^2, {ns} s up to {ex[-1]:.3e}, {nd} d up to {ex[nd-1]:.1f}")
med = sub(range(20), [1, 2, 3, 4])
for Z in (1, 40):
    for kind, eta in (('RKB', 0), ('RMB', 1)):
        an, ff = analytic(med, 1/(Z*alpha), eta)['tot'], finite_field(med, 1/(Z*alpha), kind)
        assert abs(an - ff) < 1e-4*abs(an)
        print(f"20s4d Z={Z} {kind}: s response = {an:.6f}, finite field = {ff:.6f} (dimensionless)")

dsets = [[], [3], [2, 3, 4], list(range(2, 14)), list(range(14))]
dname = ['no d', 'd k=3', 'd k=2-4', 'd k=2-13', 'd k=0-13']
Ms = [sub(range(ns), d) for d in dsets]
cbig = 2000.0
print(f"large-c limit, c = {cbig:.0f} a.u., values of s (dimensionless):")
err = []
for M, nm in zip(Ms, dname):
    lamb, proj, rat = nonrel(M)
    k, m = analytic(M, cbig, 0), analytic(M, cbig, 1)
    assert abs(lamb - 1/3) < 1e-5
    assert abs(k['neg'] - proj) < 1e-5 and abs(k['pos']) < 1e-5
    assert abs(m['expl'] - lamb) < 1e-5 and max(abs(m['neg']), abs(m['pos']), abs(m['met'])) < 1e-5
    assert rat < 1
    if nm == 'no d':
        assert abs(proj/lamb - 2/3) < 1e-7 and abs(rat - 2/3) < 1e-7
    err.append(abs(proj - lamb))
    print(f" {nm}: Lamb {lamb:.6f} RMB H11 {m['expl']:.6f} RKB neg {k['neg']:.6f} "
          f"proj {proj:.6f} B2 ratio {rat:.5f}")
assert err[-1] < 0.1*err[0] and err[-1] < err[-2]
n1, n2 = analytic(med, 200.0, 1)['neg'], analytic(med, 400.0, 1)['neg']
assert 3.6 < n1/n2 < 4.4
print(f"RMB negative-energy part of s: c=200 {n1:.3e}, c=400 {n2:.3e}, ratio {n1/n2:.3f}")
un = finite_field(sub(range(20), []), 1/alpha, 'union')
ref1 = sum(radial_exact(1/alpha)[2:])
assert abs(un - ref1) < 1e-3*ref1
print(f"fixed space p-and-A, 20 s only, Z=1: sigma = {un*alpha**2*1e6:.4f} ppm")

for Z, tol in ((1, 5e-5), (40, 3e-3)):
    c, fac = 1/(Z*alpha), Z*alpha**2*1e6
    g, E0, sm1, s2 = radial_exact(c)
    ref = sm1 + s2
    print(f"Z={Z}: gamma {g:.6f}, s(-1) {sm1:.6f}, s(2) {s2:.6f}, "
          f"Dirac sigma {ref*fac:.4f} ppm, Lamb {fac/3:.4f} ppm")
    res = [(analytic(M, c, 0), analytic(M, c, 1)) for M in Ms]
    for (k, m), nm in zip(res, dname):
        print(f" Z={Z} {nm}: RKB {k['tot']*fac:.4f} ppm, RMB {m['tot']*fac:.4f} ppm")
    m = res[-1][1]
    print(f" Z={Z} RMB parts (ppm): H11 {m['expl']*fac:.4f} neg {m['neg']*fac:.4f} "
          f"pos {m['pos']*fac:.4f} metric {m['met']*fac:.4f}")
    assert abs(m['E']/E0 - 1) < 1e-5
    assert abs(m['tot']/ref - 1) < tol
    assert abs(res[0][1]['tot'] - ref) < 0.3*abs(res[0][0]['tot'] - ref)

# ---------- H2CO, Hartree-Fock, c -> infinity ----------
rCO, rCH, hch = 1.21, 1.10, 116.0
print(f"H2CO geometry: r(CO) {rCO} A, r(CH) {rCH} A, HCH {hch} deg")
hy, hz = rCH*sin(radians(hch/2)), -rCH*cos(radians(hch/2))
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[j, i, k] = 1, -1
for bname in ('6-31g', 'cc-pvdz'):
    mol = gto.M(atom=[['C', (0, 0, 0)], ['O', (0, 0, rCO)], ['H', (0, hy, hz)], ['H', (0, -hy, hz)]],
                basis={a: gto.uncontract(gto.basis.load(bname, a)) for a in 'COH'}, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    ehf = mf.kernel()
    assert mf.converged
    Co = mf.mo_coeff[:, mf.mo_occ > 0]
    nao, no = Co.shape
    gr = dft.gen_grid.Grids(mol)
    gr.atom_grid = (100, 302)
    gr.build()
    Rm, Qm = np.zeros((3, 3*nao, 3*no)), np.zeros((3, 3*nao, 3*no))
    rinv_g, r2_g = np.zeros(3), np.zeros(3)
    for p0 in range(0, len(gr.weights), 4000):
        co, ww = gr.coords[p0:p0 + 4000], gr.weights[p0:p0 + 4000]
        ao = mol.eval_gto('GTOval_sph_deriv1', co)
        Gb = np.hstack([ao[1], ao[2], ao[3]])
        mo = ao[0] @ Co
        rho = 2*np.sum(mo*mo, 1)
        for K in range(3):
            d = co - mol.atom_coord(K)
            rr = np.maximum(np.linalg.norm(d, axis=1), 1e-30)
            Y = (d[:, :, None]*(mo*ww[:, None])[:, None, :]).reshape(len(ww), -1)
            Rm[K] += Gb.T @ Y
            Qm[K] += Gb.T @ (Y/rr[:, None]**3)
            rinv_g[K] += np.sum(ww*rho/rr)
            r2_g[K] += np.sum(ww*rho*rr*rr)
    PPm = np.kron(I2, 2*mol.intor('int1e_kin'))
    print(f"uncontracted {bname}: {nao} functions, E(HF) = {ehf:.6f} hartree")
    for K in range(3):
        with mol.with_rinv_origin(mol.atom_coord(K)):
            rinv = 2*np.trace(Co.T @ mol.intor('int1e_rinv') @ Co)
            Qa = (mol.intor('int1e_ipiprinv', comp=9)
                  + mol.intor('int1e_iprinvip', comp=9)).reshape(3, 3, nao, nao) @ Co
        Rt, Qt = Rm[K].reshape(3, nao, 3, no), Qm[K].reshape(3, nao, 3, no)
        assert abs(rinv_g[K]/rinv - 1) < 1e-4
        assert np.linalg.norm(Qa.transpose(0, 2, 1, 3) - Qt) < 5e-4*np.linalg.norm(Qt)
        sp, b2 = 0.0, 0.0
        for t in range(3):
            pa = spin(0.5*np.einsum('kj,imjn->imkn', eps[:, t, :], Rt))
            pn = spin(np.einsum('kj,imjn->imkn', eps[:, t, :], Qt))
            q = solve(PPm, pa)
            sp += np.trace(dag(pn) @ q).real/3
            b2 += np.trace(dag(pa) @ q).real/3
        lamb = rinv/3
        rat = b2/(r2_g[K]/6)
        assert rat < 1 and abs(sp/lamb - 1) > 0.01
        print(f" {mol.atom_symbol(K)}: <1/r> {rinv:.4f} 1/a0, RMB {lamb*alpha**2*1e6:.2f} ppm, "
              f"RKB {sp*alpha**2*1e6:.2f} ppm, ratio {sp/lamb:.4f}, B2 ratio {rat:.4f}")
print("success")
```

Running it gives:

```
alpha^2 = r_e/a0 = 53.2514 ppm, 1/alpha = 137.0360
basis: exponents 0.02*2.2^k Z^2/a0^2, 28 s up to 3.519e+07, 14 d up to 565.6
20s4d Z=1 RKB: s response = 0.320315, finite field = 0.320315 (dimensionless)
20s4d Z=1 RMB: s response = 0.333381, finite field = 0.333381 (dimensionless)
20s4d Z=40 RKB: s response = 0.405881, finite field = 0.405881 (dimensionless)
20s4d Z=40 RMB: s response = 0.420306, finite field = 0.420306 (dimensionless)
large-c limit, c = 2000 a.u., values of s (dimensionless):
 no d: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.222222 proj 0.222222 B2 ratio 0.66667
 d k=3: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.313618 proj 0.313618 B2 ratio 0.86317
 d k=2-4: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.325909 proj 0.325910 B2 ratio 0.96629
 d k=2-13: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.331460 proj 0.331461 B2 ratio 0.96673
 d k=0-13: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.333281 proj 0.333281 B2 ratio 0.99928
RMB negative-energy part of s: c=200 -1.204e-05, c=400 -3.031e-06, ratio 3.972
fixed space p-and-A, 20 s only, Z=1: sigma = 17.7528 ppm
Z=1: gamma 0.999973, s(-1) 0.222270, s(2) 0.111112, Dirac sigma 17.7530 ppm, Lamb 17.7505 ppm
 Z=1 no d: RKB 11.8362 ppm, RMB 17.7530 ppm
 Z=1 d k=3: RKB 16.7031 ppm, RMB 17.7530 ppm
 Z=1 d k=2-4: RKB 17.3576 ppm, RMB 17.7530 ppm
 Z=1 d k=2-13: RKB 17.6533 ppm, RMB 17.7530 ppm
 Z=1 d k=0-13: RKB 17.7502 ppm, RMB 17.7530 ppm
 Z=1 RMB parts (ppm): H11 17.7506 neg -0.0015 pos 0.0049 metric -0.0009
Z=40: gamma 0.956451, s(-1) 0.308961, s(2) 0.111936, Dirac sigma 896.5318 ppm, Lamb 710.0181 ppm
 Z=40 no d: RKB 658.0391 ppm, RMB 897.0954 ppm
 Z=40 d k=3: RKB 849.5540 ppm, RMB 896.4338 ppm
 Z=40 d k=2-4: RKB 877.4929 ppm, RMB 896.3232 ppm
 Z=40 d k=2-13: RKB 892.5879 ppm, RMB 896.4754 ppm
 Z=40 d k=0-13: RKB 896.3539 ppm, RMB 896.4670 ppm
 Z=40 RMB parts (ppm): H11 717.1688 neg -43.2846 pos 290.0644 metric -67.4816
H2CO geometry: r(CO) 1.21 A, r(CH) 1.1 A, HCH 116.0 deg
uncontracted 6-31g: 52 functions, E(HF) = -113.815171 hartree
 C: <1/r> 19.0703 1/a0, RMB 338.51 ppm, RKB 235.14 ppm, ratio 0.6946, B2 ratio 0.6652
 O: <1/r> 25.4555 1/a0, RMB 451.85 ppm, RKB 316.31 ppm, ratio 0.7000, B2 ratio 0.7026
 H: <1/r> 6.3220 1/a0, RMB 112.22 ppm, RKB 87.46 ppm, ratio 0.7793, B2 ratio 0.6960
uncontracted cc-pvdz: 66 functions, E(HF) = -113.877975 hartree
 C: <1/r> 19.0855 1/a0, RMB 338.78 ppm, RKB 255.66 ppm, ratio 0.7546, B2 ratio 0.7730
 O: <1/r> 25.4734 1/a0, RMB 452.16 ppm, RKB 333.54 ppm, ratio 0.7377, B2 ratio 0.7926
 H: <1/r> 6.3390 1/a0, RMB 112.52 ppm, RKB 99.36 ppm, ratio 0.8830, B2 ratio 0.8166
success
```
